# Valley–orbit level ratio of a silicon donor, compared with phosphorus: a program that tests the result

```python
"""Valley-orbit levels of a shallow donor in silicon.
Result under test: if the attractive coupling of two valleys is C/q^2, with q the
distance between their wavevectors, then (T2-A1):(E-T2) = 5:1.
G: coupling strength of opposite valleys; F: of perpendicular valleys; r = F/G.
General two-coupling result: ratio R = (1+2r)/(r-1).
Lengths in nm, wavevectors in 1/nm, energies in meV unless stated.
The silicon parameters and the phosphorus gaps are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

lattice, k_fraction, eps_static = 0.543, 0.85, 11.7
a_across, b_along = 2.5, 1.4
gap1_P, gap2_P = 12.0, 1.3
unit_k = 2*np.pi/lattice
k0 = k_fraction*unit_k
coulomb = 1e12*sc.e/(4*np.pi*sc.epsilon_0)       # e^2/(4 pi eps0), meV nm
density0 = 1/(np.pi*a_across**2*b_along)         # envelope squared at donor
a_iso = (a_across**2*b_along)**(1/3)
axes = np.vstack([np.eye(3), -np.eye(3)])

# Tetrahedral group: axis permutations with an even number of sign changes.
group = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            group.append(np.diag(signs) @ np.eye(3)[list(order)])
valley_ops = [np.rint(axes @ R @ axes.T).clip(0, 1) for R in group]


def character_E(R):
    if np.linalg.det(R) < 0:
        return 0
    return {3: 2, 0: -1, -1: 2}[int(round(np.trace(R)))]


projectors = {
    "A1": sum(valley_ops)/24,
    "T2": 3/24*sum(np.trace(R)*P for R, P in zip(group, valley_ops)),
    "E": 2/24*sum(character_E(R)*P for R, P in zip(group, valley_ops))}
assert len(group) == 24
assert [round(np.trace(projectors[s])) for s in ("A1", "T2", "E")] == [1, 3, 2]


def two_couplings(H):
    """Return G and F after checking that H contains no other coupling."""
    dots = np.rint(axes @ axes.T)
    opposite, perpendicular = H[dots == -1], H[dots == 0]
    scale = np.max(np.abs(H))
    assert np.ptp(opposite.real) < 1e-6*scale
    assert np.ptp(perpendicular.real) < 1e-6*scale
    assert np.max(np.abs(H.imag)) < 1e-6*scale
    return -opposite.real.mean(), -perpendicular.real.mean()


def levels(H):
    """Energies by symmetry label, each checked to be an eigenvalue."""
    result = []
    for label in ("A1", "T2", "E"):
        P = projectors[label]
        energy = np.trace(P @ H).real/np.trace(P)
        assert np.allclose(H @ P, energy*P, atol=1e-6*np.max(np.abs(H)))
        result.append(energy)
    return np.array(result)


def gaps(H):
    A1, T2, E = levels(H)
    return T2-A1, E-T2


def ratio(H):
    first, second = gaps(H)
    return first/second


# Symmetry alone leaves one diagonal energy and two real couplings.
rng = np.random.default_rng(4)
M = rng.normal(size=(6, 6)) + 1j*rng.normal(size=(6, 6))
M = M + M.conj().T
averaged = sum(P @ M @ P.T for P in valley_ops)/24
G_random, F_random = two_couplings(averaged)
assert np.ptp(np.diag(averaged).real) < 1e-12
diagonal = averaged[0, 0].real
assert np.allclose(levels(averaged)-diagonal,
                   [-G_random-4*F_random, G_random, -G_random+2*F_random])


def coupling_matrix(waves, strength):
    """Waves are (plane-wave vectors, coefficients); strength depends on q."""
    H = np.zeros((6, 6), complex)
    for i, j in itertools.permutations(range(6), 2):
        p, c = waves[i]
        p2, c2 = waves[j]
        q = np.linalg.norm(p[:, None]-p2[None], axis=2)
        H[i, j] = -c.conj() @ strength(q) @ c2
    return H


def constant_screening(q):
    return 4*np.pi*coulomb*density0/(eps_static*q**2)


plane_waves = [(k0*axis[None], np.ones(1)) for axis in axes]
H_plane = coupling_matrix(plane_waves, constant_screening)
G, F = two_couplings(H_plane)
plane_levels = levels(H_plane)
plane_gaps = gaps(H_plane)
R_plane = ratio(H_plane)
assert abs(R_plane-5) < 1e-9
assert np.allclose(np.linalg.eigvalsh(H_plane), G*np.array([-9, 1, 1, 1, 3, 3]))


# Coulomb matrix element with an isotropic 1s envelope, by direct quadrature.
def isotropic_integral(q):
    value = quad(lambda x: np.exp(-2*x/a_iso), 0, np.inf, weight="sin", wvar=q)[0]
    return 4*np.pi*value/q


def isotropic_strength(q):
    return coulomb*density0/eps_static*np.vectorize(isotropic_integral)(q)


for q in (np.sqrt(2)*k0, 2*k0):
    assert np.isclose(isotropic_integral(q), 4*np.pi/(q*q+4/a_iso**2), rtol=1e-5)
R_isotropic = ratio(coupling_matrix(plane_waves, isotropic_strength))
assert abs(R_isotropic-5) < 0.03


# Anisotropic envelopes: radial integral done, angular integral by quadrature.
def angular_integral(i, j, k, across=a_across, along=b_along):
    q_vector = k*(axes[j]-axes[i])
    q = np.linalg.norm(q_vector)
    e3 = q_vector/q
    e1 = np.cross(e3, [0.3, 0.5, 0.8])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(e3, e1)
    width = 2/(across*q)
    limit = np.arcsinh(1/width)
    t, weight = np.polynomial.legendre.leggauss(300)
    t, weight = limit*t, limit*weight
    mu = width*np.sinh(t)
    weight = weight*width*np.cosh(t)
    phi = 2*np.pi*np.arange(96)/96
    ring = np.cos(phi)[:, None]*e1 + np.sin(phi)[:, None]*e2
    n = mu[:, None, None]*e3 + np.sqrt(np.maximum(0, 1-mu**2))[:, None, None]*ring
    decay = 0
    for valley in (i, j):
        c2 = (n @ axes[valley])**2
        decay = decay + np.sqrt((1-c2)/across**2 + c2/along**2)
    value = np.real(1/(decay-1j*q*mu[:, None])**2)
    return 2*np.pi*np.sum(weight*value.mean(axis=1))


assert np.isclose(angular_integral(0, 3, k0, a_iso, a_iso),
                  isotropic_integral(2*k0), rtol=1e-5)
for j, q_unit in ((3, 2), (1, np.sqrt(2))):
    far = 30*k0
    assert abs(angular_integral(0, j, far)*(q_unit*far)**2/(4*np.pi)-1) < 0.01
H_aniso = np.zeros((6, 6))
for i, j in itertools.permutations(range(6), 2):
    H_aniso[i, j] = -coulomb*density0/eps_static*angular_integral(i, j, k0)
G_aniso, F_aniso = two_couplings(H_aniso)
R_aniso = ratio(H_aniso)

# Couplings inferred from the rough phosphorus gaps, checked by diagonalization.
F_P, G_P = (gap1_P+gap2_P)/6, (gap1_P-2*gap2_P)/6
H_P = -F_P*(np.rint(axes @ axes.T) == 0) - G_P*(np.rint(axes @ axes.T) == -1)
spectrum_P = np.linalg.eigvalsh(H_P)
assert np.allclose([spectrum_P[1]-spectrum_P[0], spectrum_P[4]-spectrum_P[3]],
                   [gap1_P, gap2_P])
r_P = F_P/G_P
power_P = 2*np.log2(r_P)
H_power = coupling_matrix(plane_waves, lambda q: q**(-power_P))
assert np.isclose(ratio(H_power), gap1_P/gap2_P)

# Wavevector-dependent screening from the valence-electron density.
bohr = sc.physical_constants["Bohr radius"][0]*1e9
fermi_k = (3*np.pi**2*32/lattice**3)**(1/3)
kTF2 = 4*fermi_k/(np.pi*bohr)


def permittivity(q, factor=1.0):
    return 1+1/(1/(eps_static-1)+q**2/(factor*kTF2))


def model_screening(q, factor=1.0):
    return constant_screening(q)*eps_static/permittivity(q, factor)


H_screen = coupling_matrix(plane_waves, model_screening)
G_screen, F_screen = two_couplings(H_screen)
screen_gaps = gaps(H_screen)
R_screen = ratio(H_screen)
R_low, R_high = [ratio(coupling_matrix(
    plane_waves, lambda q, s=s: model_screening(q, s))) for s in (0.8, 1.2)]
assert F_screen/G_screen < F/G and R_screen > R_plane

# Envelope contraction: x is the inverse radius relative to the unperturbed one.
binding = coulomb/(2*eps_static*a_iso)
relaxed, contraction = [], []
for shift in plane_levels:
    best = minimize_scalar(lambda x: binding*(x*x-2*x)+shift*x**3,
                           bounds=(0.6, 1.6), method="bounded",
                           options={"xatol": 1e-10})
    relaxed.append(best.fun)
    contraction.append(best.x)
R_relaxed = (relaxed[1]-relaxed[0])/(relaxed[2]-relaxed[1])
assert contraction[0] > 1 > contraction[2] and R_relaxed > R_plane

# Bloch functions from a local pseudopotential; the donor atom is at the origin.
form_factor_Ry = {3: -0.21, 8: 0.04, 11: 0.08}
grid = np.array([g for g in itertools.product(range(-8, 9), repeat=3)
                 if len({x % 2 for x in g}) == 1])


def bloch_state(k, cutoff):
    """k in units 2 pi/lattice; returns vectors, coefficients, energy in Ry."""
    p = grid+k
    keep = np.sum(p*p, axis=1) < cutoff
    p, g = p[keep], grid[keep]
    difference = g[:, None]-g[None]
    size2 = np.sum(difference**2, axis=2)
    structure = (1+np.exp(-0.5j*np.pi*difference.sum(axis=2)))/2
    H = np.zeros(size2.shape, complex)
    for square, value in form_factor_Ry.items():
        H += value*(size2 == square)*structure
    H += np.diag((unit_k*bohr)**2*np.sum(p*p, axis=1))
    energy, vectors = np.linalg.eigh(H)
    c = vectors[:, 4]                            # lowest conduction band
    at_donor = c.sum()
    assert abs(at_donor)**2 > 1e-3               # phase at donor is defined
    return p, c*at_donor.conj()/abs(at_donor), energy[4]


scan = np.arange(0.70, 0.98, 0.01)
scan_energy = [bloch_state(np.array([x, 0, 0]), 24.3)[2] for x in scan]
k_minimum = scan[int(np.argmin(scan_energy))]
assert 0.75 < k_minimum < 0.95

bloch = {}
for cutoff in (24.3, 36.3):
    states = [bloch_state(k_fraction*axis, cutoff) for axis in axes]
    waves = [(unit_k*p, c) for p, c, energy in states]
    bloch[cutoff] = [coupling_matrix(waves, s)
                     for s in (constant_screening, model_screening)]
for small, large in zip(*bloch.values()):
    assert np.max(np.abs(small-large)) < 0.03*np.max(np.abs(large))
donor_weight = abs(states[0][1].sum())**2


def channel_weight(i, j, target):
    p, c, _ = states[i]
    p2, c2, _ = states[j]
    match = np.all(np.abs(p2[None]-p[:, None]-target) < 1e-8, axis=2)
    assert match.any()
    return abs(c.conj() @ match @ c2)


short_g = channel_weight(0, 3, np.array([2-2*k_fraction, 0, 0]))
direct_g = channel_weight(0, 3, np.array([-2*k_fraction, 0, 0]))
direct_f = channel_weight(0, 1, np.array([-k_fraction, k_fraction, 0]))
short_f = channel_weight(0, 1, np.array([1-k_fraction, k_fraction-1, 1]))
assert short_g < 1e-8

# Thermal populations for the rough phosphorus gaps.
temperature = 30.0
kT = 1000*sc.k*temperature/sc.e
weights = np.array([1, 3*np.exp(-gap1_P/kT), 2*np.exp(-(gap1_P+gap2_P)/kT)])
populations = weights/weights.sum()

print(f"Inputs: lattice {lattice} nm, k0/(2pi/a) {k_fraction}, eps {eps_static}")
print(f"Envelope radii: across {a_across} nm, along {b_along} nm")
print(f"k0 = {k0:.3f} 1/nm; separations: opposite {2*k0:.2f} 1/nm,"
      f" perpendicular {np.sqrt(2)*k0:.2f} 1/nm")
print(f"Envelope density at donor = {density0:.5f} 1/nm^3")
print(f"C = {constant_screening(1.0):.2f} meV/nm^2")
print(f"Inverse-square model: G = {G:.4f} meV, F = {F:.4f} meV, r = {F/G:.3f}")
print("Levels A1, T2, E = " + ", ".join(f"{x:.4f}" for x in plane_levels) + " meV")
print(f"Gaps T2-A1, E-T2 = {plane_gaps[0]:.4f}, {plane_gaps[1]:.4f} meV")
print(f"Inverse-square ratio R = {R_plane:.4f}")
print(f"Isotropic envelope: radius {a_iso:.3f} nm, R = {R_isotropic:.4f}")
print(f"Phosphorus, rough measured gaps = {gap1_P}, {gap2_P} meV,"
      f" R = {gap1_P/gap2_P:.2f}")
print(f"Phosphorus, inferred: G = {G_P:.3f} meV, F = {F_P:.3f} meV, r = {r_P:.3f}")
print(f"Phosphorus, effective power n in 1/q^n = {power_P:.3f}")
print(f"Phosphorus T2-A1 gap / model gap = {gap1_P/plane_gaps[0]:.2f}")
print(f"Anisotropic envelope: G = {G_aniso:.4f} meV, F = {F_aniso:.4f} meV,"
      f" R = {R_aniso:.3f}")
print(f"Thomas-Fermi wavevector = {np.sqrt(kTF2):.2f} 1/nm")
print(f"eps(q): perpendicular {permittivity(np.sqrt(2)*k0):.3f},"
      f" opposite {permittivity(2*k0):.3f}")
print(f"Screening model: G = {G_screen:.3f} meV, F = {F_screen:.3f} meV,"
      f" r = {F_screen/G_screen:.3f}")
print(f"Screening model gaps = {screen_gaps[0]:.3f}, {screen_gaps[1]:.3f} meV,"
      f" R = {R_screen:.2f}")
print(f"Screening model R with kTF^2 x 0.8, x 1.2 = {R_low:.2f}, {R_high:.2f}")
print(f"Contraction: unperturbed binding {binding:.2f} meV, R = {R_relaxed:.3f}")
print("Contraction: inverse-radius factors A1, T2, E = "
      + ", ".join(f"{x:.4f}" for x in contraction))
print(f"Pseudopotential: band minimum at {k_minimum:.2f} (2pi/a)")
print("Pseudopotential form factors (squared index: Ry) = " + str(form_factor_Ry))
print(f"Bloch density at donor / cell average = {donor_weight:.3f}")
print(f"Channel amplitudes, opposite: direct {direct_g:.4f}, short {short_g:.1e}")
print(f"Channel amplitudes, perpendicular: direct {direct_f:.4f},"
      f" short {short_f:.4f}")
for name, H in zip(("constant eps", "eps(q)"), bloch[36.3]):
    G_b, F_b = two_couplings(H)
    first, second = gaps(H)
    print(f"Bloch, {name}: G = {G_b:.4f} meV, F = {F_b:.4f} meV")
    print(f"Bloch, {name}: gaps {first:.4f}, {second:.4f} meV,"
          f" R = {first/second:.3f}")
print(f"Thermal energy at {temperature:.0f} K = {kT:.3f} meV")
print("Populations A1, T2, E at that temperature = "
      + ", ".join(f"{100*x:.2f}" for x in populations) + " percent")
print("verified")
```

It prints:

```
Inputs: lattice 0.543 nm, k0/(2pi/a) 0.85, eps 11.7
Envelope radii: across 2.5 nm, along 1.4 nm
k0 = 9.836 1/nm; separations: opposite 19.67 1/nm, perpendicular 13.91 1/nm
Envelope density at donor = 0.03638 1/nm^3
C = 56.26 meV/nm^2
Inverse-square model: G = 0.1454 meV, F = 0.2908 meV, r = 2.000
Levels A1, T2, E = -1.3086, 0.1454, 0.4362 meV
Gaps T2-A1, E-T2 = 1.4540, 0.2908 meV
Inverse-square ratio R = 5.0000
Isotropic envelope: radius 2.061 nm, R = 5.0146
Phosphorus, rough measured gaps = 12.0, 1.3 meV, R = 9.23
Phosphorus, inferred: G = 1.567 meV, F = 2.217 meV, r = 1.415
Phosphorus, effective power n in 1/q^n = 1.001
Phosphorus T2-A1 gap / model gap = 8.25
Anisotropic envelope: G = 0.1638 meV, F = 0.2956 meV, R = 5.728
Thomas-Fermi wavevector = 20.86 1/nm
eps(q): perpendicular 2.859, opposite 2.018
Screening model: G = 0.843 meV, F = 1.190 meV, r = 1.412
Screening model gaps = 6.447, 0.694 meV, R = 9.29
Screening model R with kTF^2 x 0.8, x 1.2 = 8.81, 9.63
Contraction: unperturbed binding 29.86 meV, R = 5.748
Contraction: inverse-radius factors A1, T2, E = 1.0761, 0.9928, 0.9790
Pseudopotential: band minimum at 0.85 (2pi/a)
Pseudopotential form factors (squared index: Ry) = {3: -0.21, 8: 0.04, 11: 0.08}
Bloch density at donor / cell average = 0.721
Channel amplitudes, opposite: direct 0.1618, short 1.0e-14
Channel amplitudes, perpendicular: direct 0.4158, short 0.2739
Bloch, constant eps: G = 0.0017 meV, F = 0.0442 meV
Bloch, constant eps: gaps 0.1801, 0.0850 meV, R = 2.118
Bloch, eps(q): G = 0.2595 meV, F = 0.4729 meV
Bloch, eps(q): gaps 2.4107, 0.4267 meV, R = 5.649
Thermal energy at 30 K = 2.585 meV
Populations A1, T2, E at that temperature = 96.10, 2.78, 1.12 percent
verified
```
